# Exact discrete transparent boundaries for Crank-Nicolson on a tight-binding lead

## Definitions and conventions

A lead is a half-infinite chain of sites $j=N+1,N+2,\dots$ with on-site energy $\varepsilon$ and hopping $-J$, where $J>0$. Site $N$ is the last site of a device, and the bond between $N$ and $N+1$ is also $-J$. The Hamiltonian $H$ of device plus lead is Hermitian and bounded. It may depend on time inside the device, but $\varepsilon$ and $J$ are constant. There is one particle and no interaction.

With time step $\Delta t$, the Crank-Nicolson rule is
$$i\hbar\,\frac{\psi^{n+1}-\psi^n}{\Delta t}=H\,\frac{\psi^{n+1}+\psi^n}{2}.$$
For a driven device $H$ is taken at the middle of the step. Define the midpoint amplitude $\phi^n=(\psi^{n+1}+\psi^n)/2$. Then $\psi^{n+1}-\psi^n=2(\phi^n-\psi^n)$, and the rule becomes
$$c\,(\phi^n-\psi^n)=H\phi^n,\qquad \psi^{n+1}=2\phi^n-\psi^n,\qquad c=\frac{2i\hbar}{\Delta t}. \tag{1}$$

The lead sites are empty at $t=0$; site $N$ need not be. The aim is to remove the lead and keep the device amplitudes that the infinite chain would give under the same time stepping. This is what "without reflection" means here. The error of the time stepping itself is a separate matter, treated near the end.

## A device of one site, by hand

Let the device be the single site $j=0$, also with energy $\varepsilon$, and let $\psi_0^0=1$. Use $J=1$ eV, $\varepsilon=0.5$ eV and $\Delta t=0.1$ fs. Dividing (1) by $J$ on a lead site gives
$$-p\,\phi_j^n+\phi_{j+1}^n+\phi_{j-1}^n=\frac cJ\,\psi_j^n,\qquad p=\frac{\varepsilon-c}{J}=0.5-13.164239\,i. \tag{2}$$

**First step.** The lead is empty, so the right side vanishes. Powers $\phi_j^0=\lambda_0^{\,j}\phi_0^0$ solve the equation if
$$\lambda_0+\frac1{\lambda_0}=p .$$
The two roots have product 1, and the one with $|\lambda_0|<1$ gives a finite norm:
$$\lambda_0=\frac{p-s_0}{2},\quad s_0=\sqrt{p^2-4}=0.4943354-13.3150877\,i,\quad \lambda_0=0.0028323+0.0754243\,i .$$

On site 0, which has one neighbour, (1) reads $-p\phi_0^0+\phi_1^0=c/J$. Insert $\phi_1^0=\lambda_0\phi_0^0$ and use $p-\lambda_0=1/\lambda_0$:
$$\phi_0^0=-\lambda_0\frac cJ=-13.164239\,i\,\lambda_0=0.99290-0.03728\,i .$$
Hence $\psi_0^1=2\phi_0^0-1=0.98581-0.07457\,i$, and the probability on the site has fallen to $0.9774$.

**Second step.** The lead now holds $\psi_j^1=2\phi_j^0=2\lambda_0^{\,j}\phi_0^0$, which is a source in (2). Try $\phi_j^1=\lambda_0^{\,j}(\phi_0^1+Aj)$. The first term gives zero on the left of (2). The second gives
$$A\lambda_0^{\,j}\left[j\left(-p+\lambda_0+\frac1{\lambda_0}\right)+\lambda_0-\frac1{\lambda_0}\right]=A\lambda_0^{\,j}\left(\lambda_0-\frac1{\lambda_0}\right).$$
Equating this to the source fixes $A=(2c/J)\,\phi_0^0/(\lambda_0-1/\lambda_0)$. On the first lead site,
$$\phi_1^1=\lambda_0\phi_0^1+\lambda_1\phi_0^0,\qquad \lambda_1=\frac{(2c/J)\lambda_0}{\lambda_0-1/\lambda_0}=0.01112+0.14873\,i .$$
The lead answers with a memory of what the boundary site did one step earlier. The site equation $-\phi_0^1/\lambda_0+\lambda_1\phi_0^0=(c/J)\psi_0^1$ gives
$$\phi_0^1=-\lambda_0\left(\frac cJ\psi_0^1-\lambda_1\phi_0^0\right)=0.9650-0.1091\,i .$$
Then $\psi_0^2=2\phi_0^1-\psi_0^1=0.9441-0.1437\,i$, with probability $0.912$. No lead amplitude was stored. Continuing by such trial solutions would need a longer polynomial in $j$ at each step; generating functions do all steps together.

## All steps at once

For $|x|<1$ define
$$\Psi_j(x)=\sum_{n\ge0}\psi_j^nx^n,\qquad \Phi_j(x)=\sum_{n\ge0}\phi_j^nx^n .$$
On a lead site $\psi_j^0=0$, so $\sum_n\psi_j^{n+1}x^n=\Psi_j/x$. Therefore
$$\Phi_j=\frac12\left(\frac1x+1\right)\Psi_j=\frac{1+x}{2x}\Psi_j,\qquad
\Phi_j-\Psi_j=\left(1-\frac{2x}{1+x}\right)\Phi_j=\frac{1-x}{1+x}\Phi_j .$$
The lead part of (1) becomes a stationary equation with a complex energy:
$$E(x)\,\Phi_j=\varepsilon\Phi_j-J(\Phi_{j+1}+\Phi_{j-1}),\qquad E(x)=\frac{2i\hbar}{\Delta t}\,\frac{1-x}{1+x}. \tag{3}$$
For $j=N+1$ the neighbour enters only as $\Phi_N$. Its initial value is not needed separately, which is the advantage of midpoint amplitudes.

The solutions of (3) are powers $\lambda^j$ with
$$\lambda+\frac1\lambda=\frac{\varepsilon-E(x)}{J}. \tag{4}$$
A root on the unit circle would make the left side real. But
$$\mathrm{Im}\,E=\frac{2\hbar}{\Delta t}\,\frac{1-|x|^2}{|1+x|^2}>0 ,$$
so there is none, and since the product of the roots is 1, just one lies inside. Crank-Nicolson with Hermitian $H$ conserves the norm, so the norm of $\phi^n$ is bounded and $\Phi_j(x)$ is square summable over $j$. The growing power is excluded. Thus $\Phi_{N+1}=\lambda(x)\Phi_N$, and with $\lambda(x)=\sum_k\lambda_kx^k$ the coefficient of $x^n$ is
$$\boxed{\;\phi_{N+1}^n=\sum_{k=0}^{n}\lambda_k\,\phi_N^{\,n-k}\;} \tag{5}$$
This holds for any $\Delta t>0$ and any device with Hermitian $H$, driven or not, because the device entered only through the conserved norm.

## Recursion for the memory coefficients

Multiply (4) by $(1+x)$. From the definition of $p$,
$$(1+x)\frac{\varepsilon-E}{J}=\frac{\varepsilon-c}{J}+\frac{\varepsilon+c}{J}x=p+p^*x\equiv P(x),$$
since $c$ is imaginary. The quadratic $(1+x)(\lambda^2+1)=P\lambda$ has the solution
$$(1+x)\lambda=\frac{P-S}{2},\qquad S=\sqrt Q,\qquad Q=P^2-4(1+x)^2=q_0+q_1x+q_2x^2,$$
$$q_0=p^2-4,\qquad q_1=2|p|^2-8,\qquad q_2=q_0^* .$$
The sign of $S$ is fixed at $x=0$ by $|\lambda_0|<1$.

Squaring series would cost a convolution per coefficient. A differential equation avoids this. From $S^2=Q$ follows $2SS'=Q'$, and multiplication by $S$ gives $2QS'=Q'S$. With $S=\sum_ns_nx^n$, the coefficients of $x^n$ on the two sides are
$$2\left[q_0(n+1)s_{n+1}+q_1ns_n+q_2(n-1)s_{n-1}\right]=q_1s_n+2q_2s_{n-1}.$$
Collecting terms and dividing by 2,
$$q_0(n+1)s_{n+1}+q_1\left(n-\tfrac12\right)s_n+q_2(n-2)s_{n-1}=0,\qquad s_{-1}=0. \tag{6}$$
Finally set $\mu_0=(p-s_0)/2$, $\mu_1=(p^*-s_1)/2$ and $\mu_n=-s_n/2$ for $n\ge2$. Dividing by $1+x$ means
$$\lambda_0=\mu_0,\qquad \lambda_n=\mu_n-\lambda_{n-1}. \tag{7}$$

For the numbers above, $q_0=-177.047-13.164\,i$ and $q_1=339.094$. Equation (6) at $n=0$ gives $s_1=q_1s_0/(2q_0)=0.47209+12.71594\,i$. Then $\mu_1=0.01395+0.22415\,i$, and $\lambda_1=\mu_1-\lambda_0=0.01112+0.14873\,i$, as found by hand. The next value, $s_2=-0.06511-0.58245\,i$, gives $\lambda_2=-s_2/2-\lambda_1=0.02143+0.14250\,i$.

The definition offers an independent test. In an explicit lead of 200 sites, set $\phi_N^n=1$ at $n=0$ and zero afterwards; by (5) the first lead site must then show $\lambda_n$. Over 600 steps the largest difference from the recursion was $3.4\times10^{-15}$.

## The propagation algorithm

Insert (5) into the equation of site $N$, whose energy is $\varepsilon_N$, and move the known past to the right:
$$(c-\varepsilon_N+J\lambda_0)\phi_N^n+J\phi_{N-1}^n=c\,\psi_N^n-J\sum_{k=1}^{n}\lambda_k\phi_N^{\,n-k}. \tag{8}$$

1. Generate $\lambda_0,\lambda_1,\dots$ from (6) and (7), once for each different lead.
2. At each step form the sum in (8) from the stored $\phi_N$.
3. Solve the device equations for $\phi^n$; for a chain they are tridiagonal.
4. Store $\phi_N^n$ and set $\psi^{n+1}=2\phi^n-\psi^n$.

A run of $M$ steps needs about $M^2/2$ products per boundary for the sums, or 180 000 for $M=600$.

If the bond to the lead is $-J_c$ instead of $-J$, the equation of site $N+1$ contains $J_c\phi_N$ in place of $J\phi_N$. The right side of (5) is then multiplied by $J_c/J$. Since the site equation carries another $J_c$, the factor $J$ in front of each $\lambda_k$ in (8) becomes $J_c^2/J$. In the outflow (9) below, the prefactor $J$ becomes $J_c$, with $\phi_{N+1}^n$ taken from the rescaled (5).

**Outflow.** For any site, $|\psi^{n+1}|^2-|\psi^n|^2=2\,\mathrm{Re}[\phi^{n*}(\psi^{n+1}-\psi^n)]$. The last bracket contains $\psi^{n+1}-\psi^n=-(i\Delta t/\hbar)H\phi^n$, so the change is $(2\Delta t/\hbar)\,\mathrm{Im}[\phi^{n*}(H\phi^n)]$. Summed over the device, the internal terms are real by Hermiticity, and the boundary bond $-J\phi_N^*\phi_{N+1}$ remains. The probability that enters the lead in one step is
$$\Delta P^n=\frac{2J\Delta t}{\hbar}\,\mathrm{Im}\left(\phi_N^{n*}\phi_{N+1}^n\right). \tag{9}$$
In the hand example $J\Delta t/\hbar=0.15193$, and the first step gives $0.30386\times|\phi_0^0|^2\,\mathrm{Im}\,\lambda_0=0.30386\times0.98725\times0.07542=0.0226$. This is the loss $1-0.9774$.

## Why a wave is not reflected

Consider a steady wave $\phi^n\propto e^{-i\omega n\Delta t}$ that has been present for a long time. The memory sum multiplies $\phi_N^n$ by $\lambda(x)$ at $x=e^{i\omega\Delta t}$. There $(1-x)/(1+x)=-i\tan(\omega\Delta t/2)$, so
$$E=\frac{2\hbar}{\Delta t}\tan\frac{\omega\Delta t}{2}=\varepsilon-2J\cos k .$$
Suppose a boundary uses some other kernel $\lambda'$. With an incoming and a reflected wave, $\phi_{N+m}=e^{ikm}+re^{-ikm}$ and $0<k<\pi$, the condition $\phi_{N+1}=\lambda'\phi_N$ reads $e^{ik}+re^{-ik}=\lambda'(1+r)$. Hence
$$r=\frac{e^{ik}-\lambda'}{\lambda'-e^{-ik}}. \tag{10}$$
For the exact kernel, approach the unit circle from inside, where $E$ has a small positive imaginary part $\eta$. Since $dE/dk=2J\sin k$, $k$ gains the imaginary part $\eta/(2J\sin k)>0$, and $|e^{ik}|<1$. The selected root is therefore $\lambda=e^{ik}$, and $r=0$ at every $k$ inside the band.

## How long the memory lasts

At a band edge $e=\varepsilon\mp2J$ the two roots of (4) meet at $\lambda=\pm1$. Put $\lambda=\pm(1-\delta)$ with small $\delta$; then $\lambda+1/\lambda\approx\pm(2+\delta^2)$ and $|\delta|^2=|E-e|/J$. The edge lies at a point $x_e$ on the unit circle. With $\tau_e=e\Delta t/2\hbar$, $|1+x_e|^2=4/(1+\tau_e^2)$, so
$$\left|\frac{dE}{dx}\right|=\frac{4\hbar}{\Delta t\,|1+x_e|^2}=\frac{\hbar}{\Delta t}(1+\tau_e^2).$$
Thus $\delta$ is proportional to $\sqrt{1-x/x_e}$, whose coefficients have modulus $k^{-3/2}/(2\sqrt\pi)$ at large order $k$. When the two edges add in phase,
$$|\lambda_k|\to C\,k^{-3/2},\qquad C=\sum_e\frac{1}{2\sqrt\pi}\sqrt{\frac{\hbar(1+\tau_e^2)}{J\Delta t}}=1.465 .$$
This is an envelope; between in-phase orders $|\lambda_k|$ is smaller. The largest $k^{3/2}|\lambda_k|$ found for $1000\le k<2000$ was also $1.465$. The slow power law comes from waves near the band edges, which hardly move away from the boundary.

## The limit of small time steps

As $\Delta t\to0$, (5) becomes an integral over past times with a kernel $K(t)$, the Fourier transform of $\lambda(E)$. Closing the contour around the band, where $\lambda$ jumps by $e^{ik}-e^{-ik}=2i\sin k$, gives
$$K(t)=\frac{1}{2\pi\hbar}\int_0^\pi(2i\sin k)\,e^{-iEt/\hbar}\,2J\sin k\,dk=\frac{iJ}{\hbar}\,\frac{\mathcal J_1(2y)}{y}\,e^{-i\varepsilon t/\hbar},\qquad y=\frac{Jt}{\hbar},$$
with $\mathcal J_1$ the Bessel function, from $\int_0^\pi\sin^2k\,e^{iz\cos k}dk=\pi\mathcal J_1(z)/z$. At a delay of 5 fs the difference between $\lambda_k/\Delta t$ and $K$ fell by a factor $3.995$ when $\Delta t$ was halved from 0.02 to 0.01 fs, which is second order.

One could use trapezoidal samples of $K$ in place of $\lambda_k$. The leading endpoint error of the trapezoidal rule is $-(\Delta t^2/12)f'(0)$ for the sum minus the integral, with $f=Ke^{i\omega t}$ and $f'(0)=J(\varepsilon-\hbar\omega)/\hbar^2$. So
$$\lambda'\approx\lambda(\hbar\omega)+\frac{J\Delta t^2}{12\hbar^2}(\hbar\omega-\varepsilon).$$
The exact coefficients use $\lambda$ at $E$, which differs from $\hbar\omega$ by about $E^3\Delta t^2/12\hbar^2$. Both errors are of order $\Delta t^2$, so by (10) the reflected probability is of order $\Delta t^4$.

## An outgoing packet

Take 80 device sites with $\varepsilon=0.5$ eV, a transparent boundary at each end, and the same $J$ and $\Delta t$. The packet is
$$\psi_j^0\propto\exp\left[-\frac{(j-40)^2}{4\cdot4^2}+1.2\,i\,j\right].$$
Its carrier energy is $0.5-2\cos1.2=-0.2247$ eV and its group speed $2J\sin k/\hbar=2.832$ sites/fs, so the centre reaches site 80 after $40/2.832=14.1$ fs.

The reference is an explicit chain with 160 more sites on each side. The largest group speed is $2J/\hbar=3.04$ sites/fs, or 182 sites in 60 fs, while the way out and back is 320 sites. A small part of the amplitude runs ahead of this front, but it falls off so steeply that it is negligible at 320 sites. Over 600 steps the device amplitudes agreed with the reference to $1.1\times10^{-15}$. After 60 fs a probability of $8.6\times10^{-15}$ was left in the device. For a particle starting on site 80 itself the largest difference was $9.8\times10^{-15}$, which confirms that the boundary site may be occupied at the start.

To measure reflection, subtract the reference from the device state at 32 fs, when a promptly reflected packet would be inside the device, and take the squared norm. The packet, step and time are held fixed while the kernel is changed:

- exact coefficients: $5.0\times10^{-30}$, which is rounding error;
- all coefficients set to zero, a hard wall: $1.000$;
- exact coefficients cut after 50 terms, or 5 fs: $1.31\times10^{-5}$;
- sampled continuous kernel: $7.29\times10^{-7}$.

Averaging $|r|^2$ from (10) over the wave numbers of the packet predicts $1.31\times10^{-5}$ and $7.29\times10^{-7}$ for the last two, so the kernel error accounts for the reflection. At the carrier alone, the trapezoidal term gives $|r|^2\approx[(0.15193^2/12)\cot1.2]^2=5.6\times10^{-7}$, the right size. Averaged over the packet, this term gives $6.6\times10^{-7}$, because $r$ varies with $k$; nearly all of the remainder comes from the difference between $E$ and $\hbar\omega$. That difference alone would reflect only $5\times10^{-9}$; it acts through the cross term, and the two errors added in $\lambda'$ before squaring give $7.27\times10^{-7}$. Halving $\Delta t$ reduced the sampled-kernel value by a factor $16.03$, as the fourth-order law requires.

## A driven barrier between unequal leads

Now raise the right lead, and the device from site 60 on, to $0.8$ eV. Sites 60 to 62 carry an additional barrier of $1.0+0.5\sin(\Omega t)$ eV with $\hbar\Omega=0.5$ eV. The right boundary needs its own coefficients, generated with $\varepsilon=0.8$ eV. The same packet is partly reflected by the barrier, and this reflection is physical.

Over 60 fs the device amplitudes agreed with the explicit chain to $1.2\times10^{-15}$. The accumulated outflow (9) was $0.513668$ to the left and $0.486294$ to the right. Counting the probability on the explicit lead sites gave the same six digits. The remaining $3.9\times10^{-5}$ was still in the device. These digits belong to $\Delta t=0.1$ fs: with half the step the left outflow is $0.51324$ and with a quarter $0.51314$, so the time stepping shifts both outflows by about $5\times10^{-4}$.

## What the boundary does not cure

The steady-wave relation gives $\hbar\omega\approx E-E^3\Delta t^2/(12\hbar^2)$, a phase error that grows with time and depends on the chosen zero of energy. For the packet on the uniform chain at 32 fs, the norm of the difference between the Crank-Nicolson state and exact time evolution of the same chain was $8.7\times10^{-3}$. With half the step it was $2.2\times10^{-3}$. The phase error at the carrier energy alone is only $1.1\times10^{-3}$; its root mean square over the energies of the packet reproduces $8.7\times10^{-3}$. The transparent boundary reproduces this error faithfully; a smaller $\Delta t$ reduces it.

The derivation fails if the lead is occupied at the start, because (3) then acquires a source. It also fails if $\varepsilon$ or $J$ of the lead changes in time, because the generating function of a product such as $\varepsilon^n\phi_j^n$ is then not $\varepsilon\Phi_j$, and the right side of (3) no longer holds. A lead with several orbitals per cell replaces (4) by a matrix equation, to which the scalar recursion (6) does not apply. The parameters here are round and describe no particular material; interactions and scattering inside the leads are absent from the model. The main values from the runs are in the numerical output.

## Numbers as computed

```
hopping J = 1.0 eV, on-site energy = 0.5 eV
time step = 0.10 fs, J dt/hbar = 0.15193
device sites = 80, explicit lead sites per side = 160
packet: start site 40, width 4.0 sites, k 1.2 rad/site
packet carrier energy = -0.2247 eV
packet group speed = 2.8320 sites/fs
time to reach last site = 14.12 fs
p = 0.500000-13.164239j (dimensionless)
q0 = -177.04719-13.16424j, q1 = 339.09438
s_0 = 0.4943354-13.3150877j
s_1 = 0.4720914+12.7159374j
s_2 = -0.0651110-0.5824455j
lambda_0 = 0.0028323+0.0754243j, modulus 7.548e-02
lambda_1 = 0.0111220+0.1487266j, modulus 1.491e-01
lambda_2 = 0.0214335+0.1424961j, modulus 1.441e-01
lambda_3 = 0.0301939+0.1325512j, modulus 1.359e-01
lambda_10 = 0.0227553+0.0244081j, modulus 3.337e-02
lambda_100 = -0.0011634-0.0005406j, modulus 1.283e-03
lambda_500 = 0.0000616-0.0000927j, modulus 1.113e-04
max coefficient error vs explicit lead = 3.4e-15
k^1.5 envelope: derived 1.4651, found 1.4651
continuum-limit error ratio on halving dt = 3.995
total time = 60.0 fs, steps = 600
packet: max amplitude error vs long chain = 1.1e-15
packet: probability left in device = 8.62e-15
packet: right outflow = 1.0000000000
boundary-site start: max amplitude error = 9.8e-15
reflection measured at 32.0 fs (probability):
  exact memory = 5.0e-30
  hard wall = 1.000000
  memory cut to 50 terms (5.0 fs) = 1.3131e-05
  cut memory, from r(k) = 1.3131e-05
  sampled continuous kernel = 7.2889e-07
  sampled kernel, from r(k) = 7.2882e-07
  sampled kernel at dt/2 = 4.5480e-08, ratio 16.03
Crank-Nicolson state error (norm) at dt = 8.7289e-03
Crank-Nicolson state error (norm) at dt/2 = 2.1849e-03
driven run: right lead energy = 0.8 eV, barrier sites 60-62
driven run: barrier 1.0 eV, swing 0.5 eV, quantum 0.5 eV
driven run: max amplitude error = 1.2e-15
driven run: outflow left 0.513668, right 0.486294
driven run: counted left 0.513668, right 0.486294
driven run: left in device = 3.886e-05
```
